# Oscillator strength of a folded indirect transition in a distorted chain: a program that tests the result

```python
"""
Result under test: a two-band chain has its valence top at k=0 and its
conduction bottom at k=pi/a.  A frozen distortion u*(-1)^n shifts the site
energies by g_b*u*(-1)^n (b = v, c).  In the doubled cell the edge transition
has the dipole
    y = d*sin(theta_v - theta_c),   tan(2*theta_b) = 2*g_b*u/W_b,
so its oscillator strength f = 2*m*E*y^2/hbar^2 starts as u^2.
Symbols: W_b band width, E_IND indirect gap, d on-site dipole (across the
chain), q folded wave number times a.  Energies eV, u in pm, d in nm.
"""
import numpy as np
from scipy import constants as const

EV = const.e
KIN = const.hbar**2 / (2 * const.m_e) / EV * 1e18    # hbar^2/2m, eV nm^2

E_IND = 1.1                      # eV
W = np.array([2.8, 2.3])         # eV, valence and conduction widths
G = np.array([-0.020, 0.040])    # eV/pm, valence and conduction couplings
D = 0.08                         # nm
U0 = 5.0                         # pm
CENTRE = np.array([-W[0] / 2, E_IND + W[1] / 2])


def doubled_cell(q, u, g=G, bond=(0.0, 0.0), slope=0.0, eta=0.0):
    """Energies and dipoles (units of d) from the upper valence state to the
    lower and upper conduction states; basis vA, vB, cA, cB."""
    ham = np.zeros((4, 4), complex)
    phase = np.exp(-2j * q)
    for b in range(2):
        i = 2 * b
        t = W[b] / 4
        ham[i, i] = CENTRE[b] + g[b] * u
        ham[i + 1, i + 1] = CENTRE[b] - g[b] * u
        ham[i, i + 1] = (t + bond[b]) + (t - bond[b]) * phase
        ham[i + 1, i] = np.conj(ham[i, i + 1])
    dip = np.array([[1 + slope * u, eta * (1 + phase)],
                    [eta * (1 + np.conj(phase)), 1 - slope * u]])
    energy, vec = np.linalg.eigh(ham)
    excited = dip @ vec[:2, 1]
    return energy, np.array([np.vdot(vec[2:, 2], excited),
                             np.vdot(vec[2:, 3], excited)])


def strengths(u, **options):
    """Oscillator strengths of the folded and the direct transition, q=0."""
    e, y = doubled_cell(0.0, u, **options)
    return (e[2:] - e[1]) * D**2 * np.abs(y)**2 / KIN


def angles(u, g=G):
    return 0.5 * np.arctan(2 * np.asarray(g) * u / W)


def f_leading(u):
    return E_IND * D**2 / KIN * ((G[0] / W[0] - G[1] / W[1]) * u)**2


def ring_edge(u, n_sites=24, t2=(0.05, -0.05)):
    """Edge dipole (units of d) of a real-space ring with second neighbours."""
    ham = np.zeros((2 * n_sites, 2 * n_sites))
    for b in range(2):
        for n in range(n_sites):
            i = b * n_sites + n
            ham[i, i] = CENTRE[b] + G[b] * u * (-1)**n
            for step, hop in ((1, W[b] / 4), (2, t2[b])):
                j = b * n_sites + (n + step) % n_sites
                ham[i, j] += hop
                ham[j, i] += hop
    vec = np.linalg.eigh(ham)[1]
    return abs(vec[n_sites:, n_sites] @ vec[:n_sites, n_sites - 1])


def zone_average(u, g=G, points=2000):
    """Mean squared dipole (units of d^2) of the innermost band pair."""
    grid = -np.pi / 2 + np.pi * (np.arange(points) + 0.5) / points
    return np.mean([abs(doubled_cell(q, u, g=g)[1][0])**2 for q in grid])


# Without distortion, doubling the cell gives the folded transition nothing.
assert strengths(0.0)[0] < 1e-25

# Dipole, gap and transfer of weight, from small to large distortion.
for u in (0.5, 2.0, 5.0, 20.0):
    tv, tc = angles(u)
    e, y = doubled_cell(0.0, u)
    assert np.isclose(abs(y[0]), abs(np.sin(tv - tc)), rtol=1e-9)
    assert np.isclose(abs(y[1])**2, np.cos(tv - tc)**2, rtol=1e-9)
    gap = E_IND + W.sum() / 2 - 0.5 * np.sqrt(W**2 + 4 * (G * u)**2).sum()
    assert np.isclose(e[2] - e[1], gap, rtol=1e-11)
    assert np.isclose(ring_edge(u), abs(np.sin(tv - tc)), rtol=1e-8)

# Power of u, and the first correction to the leading law.
power = np.log2(strengths(0.2)[0] / strengths(0.1)[0])
assert abs(power - 2) < 1e-3


def correction(u):
    rv, rc = G * u / W
    return -(8 / 3 * (rv**2 + rv * rc + rc**2) + (rv - rc)**2 / 3
             + (W[0] * rv**2 + W[1] * rc**2) / E_IND)


assert np.isclose(strengths(1.0)[0] / f_leading(1.0) - 1,
                  correction(1.0), rtol=1e-2)   # next order is about u^2

# Equal ratios g_b/W_b: the two paths cancel.
g_equal = np.array([G[1] * W[0] / W[1], G[1]])
assert abs(doubled_cell(0.0, U0, g=g_equal)[1][0]) < 1e-12

# Bond alternation: nothing at the edge, linear in q beside it.
bond = (0.03, 0.05)
assert abs(doubled_cell(0.0, 0.0, bond=bond)[1][0]) < 1e-12
for q in (0.01, 0.02):
    law = 2 * abs(bond[0] / W[0] - bond[1] / W[1]) * q
    assert np.isclose(abs(doubled_cell(q, 0.0, bond=bond)[1][0]), law,
                      rtol=2e-3)

# Zone average: linear in u, with a closed form for opposite ratios.
avg1, avg2 = zone_average(1.0), zone_average(2.0)
zone_power = np.log2(avg2 / avg1)
assert abs(zone_power - 1) < 0.03               # finite-u curvature
r = 0.04
avg_opposite = zone_average(1.0, g=np.array([-r * W[0], r * W[1]]))
assert np.isclose(avg_opposite, 2 * r / np.sqrt(1 + 4 * r**2), rtol=1e-6)

# Distortion-dependent dipole and neighbour dipole.
LIGAND = 250.0                   # pm, assumed length for relative changes
ETA = 0.10                       # assumed neighbour dipole over d
tv, tc = angles(U0)
for s in (1 / LIGAND, -1 / LIGAND):
    law = np.sin(tv - tc) + s * U0 * np.cos(tv + tc)
    assert np.isclose(abs(doubled_cell(0.0, U0, slope=s)[1][0]), abs(law),
                      rtol=1e-9)
law = ((1 - 2 * ETA) * np.cos(tc) * np.sin(tv)
       - (1 + 2 * ETA) * np.sin(tc) * np.cos(tv))
assert np.isclose(abs(doubled_cell(0.0, U0, eta=ETA)[1][0]), abs(law),
                  rtol=1e-9)
for options in ({"slope": 1 / LIGAND}, {"eta": ETA}):
    p = np.log2(strengths(0.2, **options)[0] / strengths(0.1, **options)[0])
    assert abs(p - 2) < 1e-3

# Worked example.
f_fold, f_direct = strengths(U0)
f_direct0 = strengths(0.0)[1]
assert f_direct0 < 1 and (E_IND + W[0]) * D**2 / KIN < 1   # sum-rule bound
energy, dipole = doubled_cell(0.0, U0)
gap = energy[2] - energy[1]
nm_per_ev = const.h * const.c / EV * 1e9

print(f"hbar^2/2m = {KIN:.5f} eV nm^2")
print(f"indirect gap, u=0: {E_IND:.2f} eV = {nm_per_ev/E_IND:.0f} nm")
print(f"widths W_v, W_c: {W[0]:.2f}, {W[1]:.2f} eV")
print(f"direct gaps at k=0, pi/a: {E_IND+W[1]:.2f}, {E_IND+W[0]:.2f} eV")
print(f"couplings g_v, g_c: {1e3*G[0]:.0f}, {1e3*G[1]:.0f} meV/pm")
print(f"on-site dipole d: {D:.3f} nm; distortion u: {U0:.1f} pm")
print(f"G_v, G_c at u: {1e3*G[0]*U0:.0f}, {1e3*G[1]*U0:.0f} meV")
print(f"r_v, r_c at u: {G[0]*U0/W[0]:.5f}, {G[1]*U0/W[1]:.5f}")
print(f"theta_v, theta_c at u: {tv:.5f}, {tc:.5f} rad")
print(f"|y|/d diagonalized: {abs(dipole[0]):.5f}")
print(f"|y|/d formula:      {abs(np.sin(tv-tc)):.5f}")
print(f"|y|/d real-space ring: {ring_edge(U0):.5f}")
print(f"gap at u: {gap:.4f} eV = {nm_per_ev/gap:.0f} nm")
print(f"f folded at u: {f_fold:.6f}; leading law {f_leading(U0):.6f}")
print(f"f/leading - 1 at u: {100*(f_fold/f_leading(U0)-1):.2f} %")
print(f"first correction at u: {100*correction(U0):.2f} %")
print(f"f direct at k=0, u=0: {f_direct0:.4f}; at u: {f_direct:.4f}")
print(f"folded/direct strength at u: {f_fold/f_direct:.5f}")
print("scan: u (pm), f folded, f/u^2 (1e-4 pm^-2), power from u/2 to u")
for u in (0.5, 1.0, 2.0, 5.0, 10.0, 20.0):
    f = strengths(u)[0]
    p = np.log2(f / strengths(u / 2)[0])
    print(f"  {u:5.1f}  {f:.4e}  {1e4*f/u**2:.4f}  {p:.4f}")
print(f"power between 0.1 and 0.2 pm: {power:.5f}")
print(f"zone-mean |y/d|^2 at 1, 2 pm: {avg1:.5f}, {avg2:.5f}")
print(f"power of the zone mean: {zone_power:.4f}")
print(f"zone mean for r_c=-r_v={r:.2f}: {avg_opposite:.5f}")

# Sizes of neglected effects; inputs are rough silicon-like values.
PHONON, TEMP, MASS, PERIOD = 0.060, 300.0, 28.0, 0.27  # eV, K, u, nm
MU, EPS, VALLEY = 0.15, 12.0, 0.85
omega = PHONON * EV / const.hbar
mass_eff = 2 * MASS * const.atomic_mass          # two ligands move together
zero_point = np.sqrt(const.hbar / (2 * mass_eff * omega)) * 1e12
thermal = zero_point / np.sqrt(np.tanh(PHONON * EV / (2 * const.k * TEMP)))
rydberg = const.value("Rydberg constant times hc in eV")
change = [100 * (strengths(U0, **o)[0] / f_fold - 1) for o in
          ({"slope": 1 / LIGAND}, {"slope": -1 / LIGAND}, {"eta": ETA})]
valley_rise = W[1] / 2 * (1 - np.cos((1 - VALLEY) * np.pi))
print(f"neglected, assumed length {LIGAND:.0f} pm, eta {ETA:.2f}:")
print(f"  dipole slope +,-: f changes {change[0]:+.1f}, {change[1]:+.1f} %")
print(f"  neighbour dipole: f changes {change[2]:+.1f} %")
print(f"  quadratic coupling: {1e3*np.abs(G).sum()*U0**2/LIGAND:.1f} meV")
print(f"phonon {1e3*PHONON:.0f} meV: phonon/W_c = {PHONON/W[1]:.4f}")
print(f"ligand mass {MASS:.0f} u, T {TEMP:.0f} K, local rms amplitude:")
print(f"  zero-point {zero_point:.2f} pm, thermal {thermal:.2f} pm")
print(f"electron-hole binding (mass {MU:.2f} m, eps {EPS:.0f}): "
      f"{1e3*rydberg*MU/EPS**2:.1f} meV")
print(f"photon k/(pi/a), a={PERIOD:.2f} nm: "
      f"{2*PERIOD*gap/nm_per_ev:.1e}")
print(f"band rise at {VALLEY:.2f} pi/a: {1e3*valley_rise:.0f} meV, "
      f"/W_c = {valley_rise/W[1]:.3f}")
print("PASS")
```

Printed output:

```
hbar^2/2m = 0.03810 eV nm^2
indirect gap, u=0: 1.10 eV = 1127 nm
widths W_v, W_c: 2.80, 2.30 eV
direct gaps at k=0, pi/a: 3.40, 3.90 eV
couplings g_v, g_c: -20, 40 meV/pm
on-site dipole d: 0.080 nm; distortion u: 5.0 pm
G_v, G_c at u: -100, 200 meV
r_v, r_c at u: -0.03571, 0.08696
theta_v, theta_c at u: -0.03565, 0.08610 rad
|y|/d diagonalized: 0.12145
|y|/d formula:      0.12145
|y|/d real-space ring: 0.12145
gap at u: 1.0792 eV = 1149 nm
f folded at u: 0.002674; leading law 0.002781
f/leading - 1 at u: -3.84 %
first correction at u: -3.94 %
f direct at k=0, u=0: 0.5711; at u: 0.5650
folded/direct strength at u: 0.00473
scan: u (pm), f folded, f/u^2 (1e-4 pm^-2), power from u/2 to u
    0.5  2.7795e-05  1.1118  1.9996
    1.0  1.1105e-04  1.1105  1.9983
    2.0  4.4210e-04  1.1052  1.9932
    5.0  2.6738e-03  1.0695  1.9577
   10.0  9.5316e-03  0.9532  1.8338
   20.0  2.4484e-02  0.6121  1.3610
power between 0.1 and 0.2 pm: 1.99993
zone-mean |y/d|^2 at 1, 2 pm: 0.02342, 0.04679
power of the zone mean: 0.9985
zone mean for r_c=-r_v=0.04: 0.07975
neglected, assumed length 250 pm, eta 0.10:
  dipole slope +,-: f changes -30.2, +35.6 %
  neighbour dipole: f changes +17.3 %
  quadratic coupling: 6.0 meV
phonon 60 meV: phonon/W_c = 0.0261
ligand mass 28 u, T 300 K, local rms amplitude:
  zero-point 2.49 pm, thermal 2.75 pm
electron-hole binding (mass 0.15 m, eps 12): 14.2 meV
photon k/(pi/a), a=0.27 nm: 4.7e-04
band rise at 0.85 pi/a: 125 meV, /W_c = 0.054
PASS
```
